# Zero-field Schottky barrier from two photoemission thresholds at different fields: verification in Python

```python
"""
Result under test: image-force lowering of a metal-semiconductor barrier is
    phi(F) = phi0 - sqrt(q F / (4 pi eps)),
so thresholds phi1 at field F1 and phi2 at field r*F1 give
    phi0 = (sqrt(r)*phi1 - phi2) / (sqrt(r) - 1),
which is 2*phi1 - phi2 for r = 4, with no knowledge of eps.
Symbols: phi0 zero-field barrier (eV), F interface field (V/nm),
eps permittivity, x distance from the metal (nm), psi band bending (V),
N doping (nm^-3), kT thermal energy (eV).
Energies are in eV and lengths in nm throughout.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import minimize_scalar, brentq, curve_fit
from scipy.special import spence

COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # q/(4 pi eps0), V nm
HBAR2_OVER_M = sc.hbar**2 / sc.m_e / sc.e * 1e18       # hbar^2/m0, eV nm^2
KV_CM = 1e4                                            # 1 V/nm in kV/cm


def extract(phi_low, phi_high, ratio):
    """Zero-field barrier from two thresholds and the field ratio."""
    s = np.sqrt(ratio)
    return (s * phi_low - phi_high) / (s - 1)


def barrier_top(phi0, field, eps_r, width=np.inf, dipole=0.0):
    """Numerical maximum of the electron energy; returns (x, height)."""
    def negative_energy(x):
        return -(phi0 - field * x + field * x**2 / (2 * width)
                 - COULOMB / (4 * eps_r * x) - dipole * field)
    res = minimize_scalar(negative_energy, bounds=(0.05, 30.0),
                          method="bounded", options={"xatol": 1e-9})
    return res.x, -res.fun


# ---- the exercise itself: only thresholds and field ratio enter
phi1, phi2, ratio = 0.80, 0.77, 4.0
phi0 = extract(phi1, phi2, ratio)
lowering1 = phi0 - phi1
lowering2 = phi0 - phi2
linear_guess = phi1 + (phi1 - phi2) / (ratio - 1)
phi_mid = phi0 - lowering1 * np.sqrt(2.25)

# ---- image force from the charge induced on a conducting plane
def induced(rho, h):
    """Induced charge per unit radius, for a unit charge at height h."""
    return -h * rho / (rho**2 + h**2)**1.5


for depth in (0.3, 1.0, 2.0):      # potential inside the metal must vanish
    pot = quad(lambda p: induced(p, 1.0) / np.hypot(p, depth), 0, np.inf)[0]
    assert abs(pot + 1 / (1 + depth)) < 1e-7


def attraction(h):
    return -quad(lambda p: induced(p, h) * h / (p**2 + h**2)**1.5,
                 0, np.inf)[0]


work = quad(attraction, 1.5, 30.0)[0]
assert abs(work - (1 / (4 * 1.5) - 1 / (4 * 30.0))) < 1e-6

# ---- silicon permittivity (rough) now gives the absolute fields
eps_r = 11.7
field1 = lowering1**2 * eps_r / COULOMB
field2 = ratio * field1
x1, top1 = barrier_top(phi0, field1, eps_r)
x2, top2 = barrier_top(phi0, field2, eps_r)
assert abs(top1 - phi1) < 1e-8 and abs(top2 - phi2) < 1e-8
assert abs(x1 / np.sqrt(COULOMB / (4 * eps_r * field1)) - 1) < 1e-4
assert abs(x2 / x1 - 0.5) < 1e-4

# ---- extraction must return the input for any permittivity and ratio
for trial_eps in (4.0, 11.7, 16.0):
    for trial_ratio in (2.0, 4.0, 9.0):
        low = barrier_top(0.65, field1, trial_eps)[1]
        high = barrier_top(0.65, trial_ratio * field1, trial_eps)[1]
        assert abs(extract(low, high, trial_ratio) - 0.65) < 1e-7
# unequal permittivities must spoil it
bad = extract(top1, barrier_top(phi0, field2, 10.0)[1], ratio)
assert abs(bad - phi0) > 1e-3

# ---- doping and bias that produce the two fields
temperature = 300.0
kT = sc.k * temperature / sc.e
states = 2.8e19 * 1e-21            # rough conduction-band density, nm^-3
q_over_eps = 4 * np.pi * COULOMB / eps_r               # V nm


def bending_at_zero_bias(n):
    return phi0 - kT * np.log(states / n)


doping = brentq(lambda n: 2 * q_over_eps * n * (bending_at_zero_bias(n) - kT)
                - field1**2, 1e15 * 1e-21, 1e18 * 1e-21, xtol=1e-16)
psi1 = bending_at_zero_bias(doping)
psi2 = kT + ratio**2 * (psi1 - kT)
width1 = field1 / (q_over_eps * doping)
width2 = field2 / (q_over_eps * doping)


# Poisson's equation with the electron tail, integrated from the bulk
def reach1(s, y):
    return y[0] - psi1 / kT


def reach2(s, y):
    return y[0] - psi2 / kT


reach2.terminal = True
sol = solve_ivp(lambda s, y: [y[1], 1 - np.exp(-y[0])], (0, 200),
                [1e-4, 1e-4], events=(reach1, reach2),
                rtol=1e-9, atol=1e-12)
field_unit = np.sqrt(kT * q_over_eps * doping)
poisson1 = sol.y_events[0][0][1] * field_unit
poisson2 = sol.y_events[1][0][1] * field_unit
assert abs(poisson1 / field1 - 1) < 1e-4
assert abs(poisson2 / field2 - 1) < 1e-4

# ---- neglected: curvature of the depletion potential
curved1 = barrier_top(phi0, field1, eps_r, width1)[1]
curved2 = barrier_top(phi0, field2, eps_r, width2)[1]
bias_curvature = extract(curved1, curved2, ratio) - phi0
estimate = 1.75 * field1 * x1**2 / (2 * width1)
assert abs(bias_curvature / estimate - 1) < 0.05

# ---- neglected: an interface dipole, lowering = dipole_length * F
dipole_length = 1.0
dip1 = barrier_top(phi0, field1, eps_r, dipole=dipole_length)[1]
dip2 = barrier_top(phi0, field2, eps_r, dipole=dipole_length)[1]
dip_mid = barrier_top(phi0, 2.25 * field1, eps_r, dipole=dipole_length)[1]
bias_dipole = extract(dip1, dip2, ratio) - phi0
assert abs(bias_dipole - 2 * dipole_length * field1) < 1e-7
misfit_mid = dip_mid - (dip1 + dip2) / 2     # sqrt(2.25) is midway 1 to 2

# ---- Fowler yield and the threshold read from it
photons = np.linspace(0.92, 1.08, 9)


def fowler(excess):
    """Yield over a classical barrier, photon energy excess in eV."""
    u = excess / kT
    return kT**2 * (u**2 / 2 + np.pi**2 / 6 + spence(1 + np.exp(-u)))


def supply(photon, energy):
    return kT * np.logaddexp(0, (photon - energy) / kT)


for photon in (0.82, 0.95, 1.08):
    direct = quad(lambda e: supply(photon, e), phi1, 2.0,
                  points=[photon], epsabs=1e-12)[0]
    assert abs(direct / fowler(photon - phi1) - 1) < 1e-6


def line_threshold(yields):
    slope, offset = np.polyfit(photons, np.sqrt(yields), 1)
    return -offset / slope


def fowler_threshold(yields):
    par, _ = curve_fit(lambda e, amp, phi: amp * np.sqrt(fowler(e - phi)),
                       photons, np.sqrt(yields), p0=(1.0, 0.78))
    return par[1]


line1 = line_threshold(fowler(photons - phi1))
line2 = line_threshold(fowler(photons - phi2))
bias_thermal = extract(line1, line2, ratio) - phi0
assert line1 < phi1 and line2 < phi2
# without thermal rounding the line must return the threshold
cold = [quad(lambda e: p - e, phi1, p)[0] for p in photons]
assert abs(line_threshold(np.array(cold)) - phi1) < 1e-9

# ---- transmission of an inverted parabola, from the wave equation
def parabola_transmission(energy):
    """Energy relative to the top, in units of hbar*omega."""
    edge = 12.0
    k = np.sqrt(edge**2 + 2 * energy)
    start = [1.0 + 0j, 1j * k - edge / (2 * k**2)]
    wave = solve_ivp(lambda y, w: [w[1], -(y**2 + 2 * energy) * w[0]],
                     (edge, -edge), start, rtol=1e-8, atol=1e-10)
    psi, slope = wave.y[:, -1]
    incident = (psi + (slope - edge / (2 * k**2) * psi) / (1j * k)) / 2
    return 1 / abs(incident)**2


for energy in (-0.3, 0.0, 0.2):
    formula = 1 / (1 + np.exp(-2 * np.pi * energy))
    assert abs(parabola_transmission(energy) - formula) < 1e-3

# ---- neglected: tunnelling and reflection at the barrier top
light_mass = 0.19                  # rough transverse mass of silicon


def smearing(field, x_top):
    """hbar*omega/(2 pi) of the parabola fitted to the barrier top."""
    curvature = 2 * field / x_top
    return np.sqrt(HBAR2_OVER_M / light_mass * curvature) / (2 * np.pi)


def profile(x, field):
    return phi0 - field * x - COULOMB / (4 * eps_r * x)


step = 1e-3
for f, x in ((field1, x1), (field2, x2)):
    second = (profile(x + step, f) - 2 * profile(x, f)
              + profile(x - step, f)) / step**2
    assert abs(-second / (2 * f / x) - 1) < 1e-3

smear1, smear2 = smearing(field1, x1), smearing(field2, x2)


def tunnel_yield(phi, smear):
    energy = np.linspace(phi - 0.5, 1.8, 8001)
    passed = 1 / (1 + np.exp(-(energy - phi) / smear))
    return np.array([trapezoid(passed * supply(p, energy), energy)
                     for p in photons])


yield2 = tunnel_yield(phi2, smear2)
gain = yield2[4] - fowler(photons[4] - phi2)
assert abs(gain / (np.pi**2 / 6 * smear2**2) - 1) < 0.03
tun1 = fowler_threshold(tunnel_yield(phi1, smear1))
tun2 = fowler_threshold(yield2)
assert tun1 < phi1 and tun2 < phi2 and phi2 - tun2 > phi1 - tun1
bias_tunnel = extract(tun1, tun2, ratio) - phi0

# ---- neglected: avalanche multiplication at the higher field
def ionization(x_nm):
    """Rough electron coefficient of silicon, per nm."""
    local = field2 * (1 - x_nm / width2) * 1e7         # V/cm
    return 7.03e5 * np.exp(-1.231e6 / max(local, 1.0)) * 1e-7


ion_integral = quad(ionization, 0, width2)[0]
assert ion_integral < 1            # below breakdown
multiplication = 1 / (1 - ion_integral)
gained = line_threshold(multiplication * fowler(photons - phi2))
assert abs(gained - line2) < 1e-9

# ---- errors of measurement
sigma = 0.005
sigma_phi0 = sigma * np.sqrt(ratio + 1) / (np.sqrt(ratio) - 1)
rng = np.random.default_rng(1)
noise = rng.normal(0, sigma, (2, 200000))
sampled = np.std(extract(phi1 + noise[0], phi2 + noise[1], ratio))
assert abs(sampled / sigma_phi0 - 1) < 0.01
shift_ratio = extract(phi1, phi2, 1.1 * ratio) - phi0

print(f"threshold at field F1: {phi1:.2f} eV")
print(f"threshold at field 4 F1: {phi2:.2f} eV")
print(f"zero-field barrier: {phi0:.3f} eV")
print(f"zero-field barrier: {phi0 * sc.e * 1e19:.3f} e-19 J")
print(f"lowering at F1: {lowering1:.3f} eV")
print(f"lowering at 4 F1: {lowering2:.3f} eV")
print(f"wrong result of a line in F: {linear_guess:.3f} eV")
print(f"predicted threshold at 2.25 F1: {phi_mid:.3f} eV")
print("-- silicon values, used only after the extraction")
print(f"relative permittivity (rough): {eps_r:.1f}")
print(f"field F1: {field1 * KV_CM:.1f} kV/cm")
print(f"field 4 F1: {field2 * KV_CM:.1f} kV/cm")
print(f"barrier top at F1: x = {x1:.2f} nm")
print(f"barrier top at 4 F1: x = {x2:.2f} nm")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT * 1e3:.2f} meV")
print(f"density of states (rough): {states * 1e21:.1e} cm^-3")
print(f"doping: {doping * 1e21:.2e} cm^-3")
print(f"doping / density of states: {doping / states:.1e}")
print(f"band bending at F1 (zero bias): {psi1:.3f} V")
print(f"band bending at 4 F1: {psi2:.2f} V")
print(f"reverse bias for 4 F1: {psi2 - psi1:.2f} V")
print(f"depletion width at F1: {width1:.0f} nm")
print(f"depletion width at 4 F1: {width2:.0f} nm")
print("-- errors in the extracted barrier")
print(f"assumed threshold error: {sigma * 1e3:.1f} meV")
print(f"resulting barrier error: {sigma_phi0 * 1e3:.1f} meV")
print(f"shift if ratio is 4.4, not 4: {shift_ratio * 1e3:.1f} meV")
print(f"shift, unequal eps (11.7, 10.0): {(bad - phi0) * 1e3:.1f} meV")
print(f"shift, band curvature: {bias_curvature * 1e3:.2f} meV")
print(f"photon window: {photons[0]:.2f} to {photons[-1]:.2f} eV")
print(f"line-fit threshold change, F1: {(line1 - phi1) * 1e3:.1f} meV")
print(f"line-fit threshold change, 4 F1: {(line2 - phi2) * 1e3:.1f} meV")
print(f"shift, thermal rounding, line fit: {bias_thermal * 1e3:.1f} meV")
print(f"light mass (rough): {light_mass:.2f} electron masses")
print(f"tunnel smearing energy at F1: {smear1 * 1e3:.1f} meV")
print(f"tunnel smearing energy at 4 F1: {smear2 * 1e3:.1f} meV")
print(f"tunnel threshold change, F1: {(tun1 - phi1) * 1e3:.1f} meV")
print(f"tunnel threshold change, 4 F1: {(tun2 - phi2) * 1e3:.1f} meV")
print(f"shift, tunnelling, Fowler fit: {bias_tunnel * 1e3:.1f} meV")
print(f"assumed dipole length: {dipole_length:.1f} nm")
print(f"shift, interface dipole: {bias_dipole * 1e3:.1f} meV")
print(f"dipole misfit at 2.25 F1: {misfit_mid * 1e3:.1f} meV")
print(f"ionization integral at 4 F1: {ion_integral:.3f}")
print(f"upper bound on multiplication: {multiplication:.2f}")
print("no test failed")
```

Output:

```
threshold at field F1: 0.80 eV
threshold at field 4 F1: 0.77 eV
zero-field barrier: 0.830 eV
zero-field barrier: 1.330 e-19 J
lowering at F1: 0.030 eV
lowering at 4 F1: 0.060 eV
wrong result of a line in F: 0.810 eV
predicted threshold at 2.25 F1: 0.785 eV
-- silicon values, used only after the extraction
relative permittivity (rough): 11.7
field F1: 73.1 kV/cm
field 4 F1: 292.5 kV/cm
barrier top at F1: x = 2.05 nm
barrier top at 4 F1: x = 1.03 nm
temperature: 300 K
thermal energy kT: 25.85 meV
density of states (rough): 2.8e+19 cm^-3
doping: 2.77e+16 cm^-3
doping / density of states: 9.9e-04
band bending at F1 (zero bias): 0.651 V
band bending at 4 F1: 10.03 V
reverse bias for 4 F1: 9.38 V
depletion width at F1: 171 nm
depletion width at 4 F1: 684 nm
-- errors in the extracted barrier
assumed threshold error: 5.0 meV
resulting barrier error: 11.2 meV
shift if ratio is 4.4, not 4: -2.7 meV
shift, unequal eps (11.7, 10.0): 4.9 meV
shift, band curvature: 0.16 meV
photon window: 0.92 to 1.08 eV
line-fit threshold change, F1: -12.0 meV
line-fit threshold change, 4 F1: -10.2 meV
shift, thermal rounding, line fit: -13.8 meV
light mass (rough): 0.19 electron masses
tunnel smearing energy at F1: 8.5 meV
tunnel smearing energy at 4 F1: 24.1 meV
tunnel threshold change, F1: -1.4 meV
tunnel threshold change, 4 F1: -9.2 meV
shift, tunnelling, Fowler fit: 6.4 meV
assumed dipole length: 1.0 nm
shift, interface dipole: 14.6 meV
dipole misfit at 2.25 F1: 1.8 meV
ionization integral at 4 F1: 0.120
upper bound on multiplication: 1.14
no test failed
```
